# Sheet kinetic inductance of a thin dirty superconductor at zero temperature

## Problem

A thin superconducting film has normal sheet resistance $R_n=500\ \Omega$ per square and gap parameter $\Delta=1$ meV. Here $\Delta$ is the BCS order parameter, so the threshold for breaking a pair is $2\Delta$. The film is in the dirty limit: the mean free path $\ell$ is much shorter than the clean coherence length $\xi_0=\hbar v_F/(\pi\Delta)$, where $v_F$ is the Fermi velocity.

Write the photon energy as $w=\hbar\omega$ and the conductivity as $\sigma=\sigma_1-i\sigma_2$, for fields varying as $e^{+i\omega t}$. The normal conductivity is $\sigma_n$. At zero temperature and for $0<w<2\Delta$, the Mattis-Bardeen result, taken here as the starting point, is $\sigma_1=0$ and

$$
\frac{\sigma_2}{\sigma_n}=\frac1w\int_{\Delta-w}^{\Delta}
\frac{E^2+\Delta^2+wE}{\sqrt{\Delta^2-E^2}\,\sqrt{(E+w)^2-\Delta^2}}\,dE .\tag{1}
$$

(a) Reduce (1) to a complete elliptic integral and find its low-frequency limit.

(b) Derive the sheet kinetic inductance $L_k$ and evaluate it for this film.

(c) Confirm the result from the absorption above the threshold.

(d) The film is 5 nm thick, with $\ell=0.5$ nm and $v_F=10^6$ m/s. It is cut into a strip 1 µm wide and 100 µm long and used at 5 GHz. Estimate how frequency, temperature (1 K and 4 K), finite mean free path, thickness and magnetic inductance change the answer.

## Solution

### (a) The integral below the threshold

The two square roots in (1) are centred on different energies. The shift $u=E+w/2$ makes them symmetric. Define

$$
p=\Delta+\frac w2,\qquad q=\Delta-\frac w2 ,
$$

both positive for $w<2\Delta$. The limits $E=\Delta-w$ and $E=\Delta$ become $u=q$ and $u=p$. The numerator is

$$
E^2+wE+\Delta^2=u^2-\frac{w^2}{4}+\Delta^2=u^2+pq .
$$

The factors under the roots are

$$
\Delta^2-E^2=(\Delta-E)(\Delta+E)=(p-u)(u+q),
$$
$$
(E+w)^2-\Delta^2=(E+w-\Delta)(E+w+\Delta)=(u-q)(u+p).
$$

Their product is $(p^2-u^2)(u^2-q^2)$, so

$$
\frac{\sigma_2}{\sigma_n}=\frac1w\int_q^p\frac{u^2+pq}{\sqrt{(p^2-u^2)(u^2-q^2)}}\,du .
$$

The numerator suggests the new variable $t=u-pq/u$, because

$$
dt=\left(1+\frac{pq}{u^2}\right)du=\frac{u^2+pq}{u^2}\,du .
$$

It increases with $u$, from $t=q-p=-w$ to $t=p-q=w$. For the denominator, multiply out and take $u^2$ outside:

$$
(p^2-u^2)(u^2-q^2)=u^2\left[p^2+q^2-u^2-\frac{p^2q^2}{u^2}\right].
$$

Since $t^2=u^2+p^2q^2/u^2-2pq$, the bracket equals $(p-q)^2-t^2=w^2-t^2$. One power of $u$ is left over:

$$
\frac{\sigma_2}{\sigma_n}=\frac1w\int_{-w}^{w}\frac{u(t)}{\sqrt{w^2-t^2}}\,dt,
\qquad u(t)=\frac{t+\sqrt{t^2+4pq}}{2}.
$$

This $u(t)$ is the positive root of $u^2-tu-pq=0$. The term $t/2$ is odd and integrates to zero. The other term is even, so twice the integral from $0$ to $w$ cancels the factor $1/2$. Now set $t=w\cos\theta$, for which $|dt|/\sqrt{w^2-t^2}=d\theta$, and use $4pq=4\Delta^2-w^2$:

$$
\frac{\sigma_2}{\sigma_n}=\frac1w\int_0^{\pi/2}\sqrt{4\Delta^2-w^2\sin^2\theta}\;d\theta
=\frac{2\Delta}{w}\,\mathcal E(a),\qquad a=\frac{w}{2\Delta}, \tag{2}
$$

where $\mathcal E(a)=\int_0^{\pi/2}\sqrt{1-a^2\sin^2\theta}\,d\theta$ is the complete elliptic integral of the second kind with modulus $a$. No low-frequency approximation has been made; (2) holds for $0<w<2\Delta$.

For small $a$, expand the root as $1-\tfrac12a^2\sin^2\theta$. The mean of $\sin^2\theta$ over the interval is $1/2$, so $\mathcal E(a)\simeq\frac{\pi}{2}(1-a^2/4)$ and

$$
\frac{\sigma_2}{\sigma_n}\simeq\frac{\pi\Delta}{\hbar\omega}\left(1-\frac{a^2}{4}\right)\qquad(\hbar\omega\ll2\Delta). \tag{3}
$$

The $1/\omega$ dependence is the response of a current that is accelerated by the field without being damped.

### (b) From conductivity to inductance

If the field is uniform through the thickness $d$, the current per unit width is $K=\sigma d\,\mathcal F$, where $\mathcal F$ is the electric field along the film. A square has equal length and width, so its impedance is

$$
Z=\frac{\mathcal F}{K}=\frac{1}{\sigma d}=\frac{1}{-i\sigma_2d}=\frac{i}{\sigma_2d}.
$$

An inductor has $Z=i\omega L_k$ in the same time convention. Therefore $L_k=1/(\omega\sigma_2d)$. With $R_n=1/(\sigma_nd)$,

$$
L_k=\frac{R_n}{\omega\,(\sigma_2/\sigma_n)}\;\longrightarrow\;
\boxed{L_k=\frac{\hbar R_n}{\pi\Delta}} \tag{4}
$$

in the low-frequency limit. The thickness enters only through $R_n$.

For $\Delta=1$ meV, $\hbar/\Delta=0.65821$ ps. One ohm times one picosecond is one picohenry, so

$$
L_k=\frac{500\times0.65821}{\pi}\ \text{pH}=104.8\ \text{pH per square},
$$

or about 105 pH (0.105 nH) per square. If the quoted 1 meV were the full threshold $2\Delta$, then $\Delta$ would be 0.5 meV and the result would double to 209.5 pH. The meaning of "gap" must therefore be settled before a measured value is inserted.

The appearance of a normal resistance in a lossless inductance has a simple origin. Let $n$ be the electron density, $m$ the electron mass, $\tau$ the scattering time and $F$ the fraction of the electron weight that responds as superfluid. Free acceleration of that fraction gives $L_k=m/(ne^2dF)$, while $R_n=m/(ne^2\tau d)$. Hence

$$
L_k=\frac{R_n\tau}{F}. \tag{5}
$$

Comparison with (4) gives $F=\pi\Delta\tau/\hbar=\ell/\xi_0$ in the dirty limit, with $\ell=v_F\tau$. Here $\xi_0=210$ nm, so $F=0.5/210$, or about 0.24 percent. Stronger scattering raises $R_n$ and lowers $F$, and $\tau$ cancels when $L_k$ is written in terms of $R_n$.

### (c) The same inductance from absorption

The total area under $\sigma_1(\omega)$ is fixed by the density and mass of the electrons, and so is the same in the normal and superconducting states. Pairing removes absorption at finite frequency; the missing area reappears as a delta function at $\omega=0$.

To find its weight, write the low-frequency response as $\sigma_2=D/\omega$, with $D=1/(L_kd)$. Causality requires the pole to be approached from one side:

$$
\frac{D}{i(\omega-i0^+)}=\pi D\,\delta(\omega)-\frac{iD}{\omega},
$$

with the principal value understood in the last term. The normal conductivity falls off only at photon energies near $\hbar/\tau$. In the dirty limit this is far above $\Delta$, and nearly all of the missing area lies well below it, so $\sigma_n$ is treated as constant. Half of the delta function belongs to positive frequencies, so

$$
\frac{\pi D}{2}=\int_{0^+}^{\infty}(\sigma_n-\sigma_1)\,d\omega=\frac{\sigma_n}{\hbar}A,
\qquad A=\int_{0^+}^{\infty}\left(1-\frac{\sigma_1}{\sigma_n}\right)dw .
$$

Substituting $D=1/(L_kd)$ and $\sigma_nd=1/R_n$ gives

$$
L_k=\frac{\pi\hbar R_n}{2A}. \tag{6}
$$

This agrees with (4) if $A=\pi^2\Delta/2=4.9348$ meV. The region below $2\Delta$, where $\sigma_1=0$, contributes 2 meV. The rest comes from the Mattis-Bardeen absorption for $w>2\Delta$,

$$
\frac{\sigma_1}{\sigma_n}=\frac1w\int_\Delta^{w-\Delta}
\frac{E(w-E)-\Delta^2}{\sqrt{E^2-\Delta^2}\sqrt{(w-E)^2-\Delta^2}}\,dE ,
$$

in which $E$ and $w-E$ are the energies of the two quasiparticles created. Numerical integration up to $w=10^4$ meV gives $A=4.9325$ meV, and (6) then gives 104.81 pH. The area is 0.05 percent short of $\pi^2\Delta/2$, because the integration was cut off. At large $w$, $1-\sigma_1/\sigma_n\simeq(\Delta/w)^2[2\ln(2w/\Delta)+1]$, so the area above a cutoff $W$ is $(\Delta^2/W)[2\ln(2W/\Delta)+3]$. For $W=10^4$ meV this is 0.0023 meV, which is the shortfall. This route uses dissipation alone, and it tests the factor $\pi$ in (4) independently of the integral in part (a).

### (d) Corrections for the strip

**Frequency.** At 5 GHz the photon energy is 0.02068 meV, so $a=0.01034$. By (3), the inductance rises by the fraction $a^2/4=2.7\times10^{-5}$, which is negligible. The sheet reactance is

$$
\omega L_k=2\pi(5\times10^9)(104.76\times10^{-12})\ \Omega=3.29\ \Omega ,
$$

far below $R_n$. The static formula fails closer to the threshold. At $w=1.0$ meV, the integral gives $\sigma_2/\sigma_n=2.935$ against $3.142$ from $\pi\Delta/w$, so the effective inductance is 7 percent above (4). At $w=1.8$ meV, it is 34 percent above. As $w\to2\Delta$ from below, $\mathcal E(1)=1$ and the ratio of the effective inductance to (4) tends to $\pi/2$. Above the threshold $\sigma_1$ is no longer zero, and a pure inductance no longer describes the film.

**Temperature.** For thermal quasiparticles with Fermi function $f$, the integrand of (1) acquires the factor $1-2f(E+w)=\tanh[(E+w)/2k_BT]$. Over the integration range, $E+w$ lies between $\Delta$ and $\Delta+w$. When $w\ll\Delta$ and $w\ll k_BT$, the factor can be taken outside the integral at energy $\Delta$, giving

$$
L_k(T)=\frac{\hbar R_n}{\pi\Delta(T)\tanh[\Delta(T)/2k_BT]} . \tag{7}
$$

The gap itself follows from the weak-coupling gap equation. With a cutoff $\Omega\gg\Delta$ and $\varepsilon=\sqrt{\xi^2+\Delta^2}$, the integral $\int_0^{\Omega}d\xi\,[1-2f(\varepsilon)]/\varepsilon$ has the same value at every temperature below $T_c$. Its part without $f$ is $\ln(2\Omega/\Delta)$. Equating the values at $T$ and at zero, where the gap is $\Delta_0$, removes the cutoff:

$$
\ln\frac{\Delta(T)}{\Delta_0}=-2\int_0^\infty\frac{f(\varepsilon)}{\varepsilon}\,d\xi .
$$

For $\Delta_0=1$ meV this model has $T_c=6.58$ K. At 1 K, (7) raises the inductance by only $2.5\times10^{-5}$. At 5 GHz, $w/k_BT=0.24$ is not very small at this temperature, and the full integral gives $2.3\times10^{-5}$; either value is negligible. At 4 K, the gap is 0.902 meV and $L_k=134$ pH per square, an increase of 28 percent. The smaller gap accounts for a factor $1/0.902=1.11$; the remaining factor of 1.16 comes from the hyperbolic tangent. There is also some absorption at finite temperature, which (7) does not give. At 4 K and 5 GHz $\sigma_1$ is about 1 percent of $\sigma_2$, and $\mathrm{Im}\,Z/\omega$ is still 134 pH. Closer to $T_c$, (7) overestimates $\mathrm{Im}\,Z/\omega$ at this frequency, by 2 percent at $0.9\,T_c$ and 17 percent at $0.99\,T_c$.

**Mean free path.** The scattering time is $\tau=\ell/v_F=0.50$ fs, so $\Gamma=\hbar/(2\tau)=658$ meV. For isotropic scattering and local response at zero temperature, BCS theory gives the superfluid fraction, taken here as a second starting formula:

$$
F=\int_0^\infty\frac{\Delta^2}{\varepsilon^2(\varepsilon+\Gamma)}\,dx,\qquad \varepsilon=\sqrt{x^2+\Delta^2}.
$$

Use the identity

$$
\frac1{\varepsilon^2(\varepsilon+\Gamma)}=\frac1\Gamma\left[\frac1{\varepsilon^2}-\frac1{\varepsilon(\varepsilon+\Gamma)}\right].
$$

The first term integrates to $\pi/(2\Delta)$ and gives the dirty limit $F=\pi\Delta/(2\Gamma)=\pi\Delta\tau/\hbar$, as found from (5). In the second, put $x=\Delta\sinh v$ and then $s=\tanh(v/2)$:

$$
\int_0^\infty\frac{dx}{\varepsilon(\varepsilon+\Gamma)}
=\int_0^\infty\frac{dv}{\Gamma+\Delta\cosh v}
=\int_0^1\frac{2\,ds}{(\Gamma+\Delta)-(\Gamma-\Delta)s^2}.
$$

For $\Gamma>\Delta$ the last integral is $2\,\mathrm{artanh}(r)/\sqrt{\Gamma^2-\Delta^2}$, with $r^2=(\Gamma-\Delta)/(\Gamma+\Delta)$. Because $\cosh(2\,\mathrm{artanh}\,r)=(1+r^2)/(1-r^2)=\Gamma/\Delta$, it equals $\mathrm{arccosh}(\Gamma/\Delta)/\sqrt{\Gamma^2-\Delta^2}$. Equation (5) then gives, at fixed $R_n$ and $\Delta$,

$$
L_k=\frac{\hbar R_n}{\pi\Delta}
\left[1-\frac{2\Delta}{\pi}\frac{\mathrm{arccosh}(\Gamma/\Delta)}{\sqrt{\Gamma^2-\Delta^2}}\right]^{-1}. \tag{8}
$$

Here $\mathrm{arccosh}(658.2)=7.18$, and the subtracted term is $(2/\pi)(7.18/658.2)=0.0069$. The inductance becomes 105.5 pH, a rise of 0.7 percent. The logarithm makes this correction larger than the bare ratio $\Delta/\Gamma=0.0015$.

**Thickness and width.** London's relation, $j=-A_v/(\mu_0\lambda^2)$ with vector potential $A_v$, gives $\mathcal F=-\dot A_v=\mu_0\lambda^2\,dj/dt$. Since $K=jd$, this means $L_k=\mu_0\lambda^2/d$, and

$$
\lambda=\sqrt{\frac{L_kd}{\mu_0}}=646\ \text{nm}.
$$

Fields in the film vary as $\cosh(z/\lambda)$ and $\sinh(z/\lambda)$, so corrections to the uniform-current result are of order $(d/\lambda)^2=6\times10^{-5}$. Across the strip, the relevant screening scale is the Pearl length $2\lambda^2/d=2L_k/\mu_0=167$ µm. The 1 µm width is much smaller, so the current is nearly uniform across it.

**Magnetic inductance.** Equation (4) counts the kinetic energy of the carriers. The magnetic field stores energy as well. Two parallel current filaments of length $l$ and separation $s$ have mutual inductance

$$
M(s)=\frac{\mu_0}{4\pi}\int_0^l\!\!\int_0^l\frac{dx\,dx'}{\sqrt{(x-x')^2+s^2}}
\simeq\frac{\mu_0l}{2\pi}\left[\ln\frac{2l}{s}-1\right]\quad(s\ll l).
$$

For uniform current in a strip of width $b$, average over all pairs of filaments. The scaled separation $y=s/b$ has probability density $2(1-y)$, and $\int_0^12(1-y)\ln y\,dy=-3/2$. Hence

$$
L_m\simeq\frac{\mu_0l}{2\pi}\left[\ln\frac{2l}{b}+\frac12\right]. \tag{9}
$$

With $l=100$ µm and $b=1$ µm, the prefactor is 20 pH and the bracket is $5.30+0.50$. Thus $L_m=116$ pH for the strip, or 1.16 pH per square. The strip has 100 squares and a kinetic inductance of 10.48 nH, so the magnetic part is 1.1 percent of the kinetic part. This is the value for an isolated strip; a ground plane or a nearby return conductor changes it.

The strip also has capacitance, which is not part of the sheet inductance but affects what is measured at its terminals. In vacuum $C\approx\mu_0\epsilon_0l^2/L_m\approx1$ fF, and a substrate of relative permittivity $\epsilon_r$ multiplies this by $(1+\epsilon_r)/2$, giving about 6 fF on silicon. With one end grounded the strip is a short transmission line, and its apparent inductance exceeds the total inductance $L$ by a fraction of about $\omega^2LC/3$. At 5 GHz this is below half a percent in vacuum but 2 to 2.5 percent on silicon. These values assume that other grounded metal is far from the strip. Coplanar ground planes raise $C$: on silicon, gaps of 5, 2 and 1 µm give shifts of about 3, 4 and 5 percent.

### Fluctuations and the real case

Formula (4) is a mean-field result, which assumes that the superconducting phase is well defined. A phase difference $\varphi$ across one square corresponds to a current $I=(\hbar/2e)\varphi/L_k$, by integrating $V=(\hbar/2e)\dot\varphi=L_k\dot I$. The stored energy is

$$
\frac12L_kI^2=\frac12J\varphi^2,\qquad J=\frac{(\hbar/2e)^2}{L_k}.
$$

For this film $J/k_B=74.9$ K, which is 11 times $T_c$. Thermal phase fluctuations should therefore be weak well below $T_c$. The margin shrinks near $T_c$, where the static mean-field $L_k(T)$ of (7) diverges, and in films of higher $R_n$, since $J\propto\Delta/R_n$. The divergence is not reached: the condition for vortex unbinding, $J(T)=2k_BT/\pi$, is met at about $0.98\,T_c$ for this film, where (7) is about 18 times its zero-temperature value.

The parameters are round values, chosen in the rough range of strongly disordered superconducting films a few nanometres thick. The implied resistivity, 250 µΩ cm, and $T_c$ of several kelvin belong to that range. A mean free path of 0.5 nm is comparable to an atomic spacing, so the scattering model behind (8) gives an estimate of the correction, not a precise value. At 1 K, the corrections sized above for the inductance itself are at the one-percent level or below, while substrate capacitance can shift the terminal value of the strip by 2 to 5 percent, depending on how close the ground is; at 4 K, temperature dominates and 105 pH is no longer a fair estimate. Real films can also depart from the weak-coupling ratio between $\Delta$ and $T_c$. If $\Delta$ is inferred from $T_c$ but is really 10 percent larger, (4) gives an inductance 9 percent smaller at the same $R_n$. Other strong-coupling effects, smearing of the gap by disorder, and the rise of inductance with bias current are not included. Nor are quantum corrections to the normal resistance: in a film this thin $R_n$ drifts logarithmically with temperature, on the scale $R_ne^2/(2\pi^2\hbar)=0.6$ percent per factor $e$ in $T$, and just above $T_c$ superconducting fluctuations add a sheet conductance $e^2/[16\hbar\ln(T/T_c)]$, which lowers the measured resistance by about 4 percent at $1.2\,T_c$ and 1 percent at $2T_c$. The value of $R_n$ to insert in (4) is therefore itself uncertain by one to a few percent, depending on the temperature at which it is read. The computed values are collected in the numerical output below.

## Table of computed values

```
Normal sheet resistance: 500 ohm per square
Gap parameter Delta: 1.000 meV
hbar: 6.58212e-13 meV s
hbar/Delta: 0.65821 ps
Sheet kinetic inductance, formula: 104.76 pH per square
Same in nH: 0.1048 nH per square
Same from integral at 5 GHz: 104.76 pH per square
Same from sum rule: 104.81 pH per square
Missing area, numerical: 4.9325 meV
Missing area, pi^2 Delta/2: 4.9348 meV
If 1 meV were 2 Delta: 209.52 pH per square
Frequency: 5.0 GHz
Photon energy: 0.02068 meV
sigma2/sigma_n at 5 GHz: 151.92
Sheet reactance at 5 GHz: 3.291 ohm per square
Relative rise of L from frequency: 2.67e-05
w = 0.5 meV: sigma2/sigma_n = 6.18383, low-frequency form = 6.28319
w = 1.0 meV: sigma2/sigma_n = 2.93492, low-frequency form = 3.14159
w = 1.8 meV: sigma2/sigma_n = 1.30189, low-frequency form = 1.74533
Weak-coupling critical temperature: 6.58 K
T = 1 K: Delta = 1.0000 meV, L = 104.76 pH per square
T = 1 K: relative rise of L = 2.49e-05
T = 4 K: Delta = 0.9019 meV, L = 134.46 pH per square
T = 4 K: relative rise of L = 2.84e-01
Thickness: 5.0 nm
Resistivity: 250 microohm cm
Penetration depth: 646 nm
(thickness/penetration depth)^2: 6.00e-05
Pearl length: 167 micrometre
Mean free path: 0.50 nm
Fermi velocity: 1.0e+06 m/s
Scattering time: 0.50 fs
hbar/(2 tau): 658.2 meV
Clean coherence length xi0: 210 nm
L with finite mean free path: 105.49 pH per square
Relative rise from mean free path: 0.70 percent
Strip: 1 by 100 micrometre, 100 squares
Kinetic inductance of strip: 10.476 nH
Magnetic inductance of strip: 0.1160 nH
Magnetic inductance: 1.160 pH per square
Magnetic over kinetic: 1.11 percent
Phase stiffness J/k_B: 74.9 K
Phase stiffness over k_B T_c: 11.4
```
